\section*{The coverage front in plug-flow atomic-layer deposition with irreversible adsorption, part 1}

(Sections cited here and not found follow in the second part.)

\section{The balances and their exact solution}

\subsection{Why counting sites is not enough}

In atomic-layer deposition a pulse of precursor gas is sent along a surface until the surface can take up no more. Suppose that the pulse for a long channel is sized by counting: the number of molecules supplied is set equal to the number of adsorption sites on the walls. If every molecule reached a wall at once and stuck at the first free site there, the film would end in a sharp step, and the step would just reach the far end. A molecule that sticks with a small probability passes many free sites first. The film then ends in a gradual slope, some precursor leaves the channel unused, and the far end is left about half covered, as will be shown in Eq.~\eqref{eq:halfend}.

To correct the pulse one has to know how wide the slope is and what changes it. It is not obvious whether a higher precursor pressure or a longer pulse sharpens the edge or merely moves it. Nor is it obvious that the edge seen while gas is flowing has the same width as the edge of the finished film. For plug flow and irreversible adsorption on independent sites these questions have an exact answer, known as the Bohart--Adams solution.

\subsection{The model}

Take a channel between two parallel walls a distance $H$ apart. Its breadth $W$ is much larger than $H$, so the side walls are left out. The coordinate $x\ge 0$ runs along the flow. The precursor has number density $n(x,t)$ and is dilute in a carrier gas that moves at the constant speed $u$. The precursor is taken as well mixed across the gap and as moving along $x$ by the flow alone, without diffusion. Each wall has $N$ adsorption sites per unit area, a fraction $\theta(x,t)$ of which is occupied.

The rate at which molecules hit the wall follows from the Maxwell distribution of the velocity component $w$ normal to it. With temperature $T$, molecular mass $m$ and Boltzmann constant $k_{\mathrm B}$, the number of hits per area and time is
\begin{equation}
n\sqrt{\frac{m}{2\pi k_{\mathrm B}T}}\int_0^\infty w\,e^{-mw^2/2k_{\mathrm B}T}\,dw
= n\sqrt{\frac{m}{2\pi k_{\mathrm B}T}}\;\frac{k_{\mathrm B}T}{m}
= n\sqrt{\frac{k_{\mathrm B}T}{2\pi m}}=\frac{nv}{4},
\label{eq:hits}
\end{equation}
where $v=\sqrt{8k_{\mathrm B}T/\pi m}$ is the mean thermal speed. The last equality holds because $v/4=\sqrt{8k_{\mathrm B}T/16\pi m}$. A molecule that hits a bare wall sticks with probability $\beta\ll1$; for such small $\beta$ the loss to the wall hardly disturbs the Maxwell distribution. If the sites act independently and each holds one molecule, a partly covered wall captures with probability $\beta(1-\theta)$. The uptake per area and time is therefore
\begin{equation}
s\,n(1-\theta),\qquad s=\frac{\beta v}{4}.
\label{eq:uptake}
\end{equation}
The quantity $s$ is a speed: the bare wall removes as many molecules as if the gas moved into it at speed $s$. Adsorbed molecules do not leave, and reaction products neither block sites nor change the flow.

Now count molecules in a slice of length $dx$. Its volume is $WH\,dx$ and its wall area, both walls together, is $2W\,dx$. The number inside changes by inflow minus outflow minus uptake:
\begin{equation}
WH\,dx\,\frac{\partial n}{\partial t}
=WHu\,[n(x,t)-n(x+dx,t)]-2W\,dx\,s\,n(1-\theta).
\label{eq:slice}
\end{equation}
Division by $WH\,dx$ and the limit $dx\to0$ give the gas balance. The wall balance says that each molecule taken up fills one site:
\begin{align}
\frac{\partial n}{\partial t}+u\frac{\partial n}{\partial x}&=-k\,n(1-\theta),\qquad k=\frac{2s}{H},
\label{eq:gas}\\
\frac{\partial \theta}{\partial t}&=\frac{s}{N}\,n(1-\theta).
\label{eq:wall}
\end{align}
The rate $k$ is the inverse lifetime of a gas molecule between bare walls. The factor 2 counts the two walls.

Before $t=0$ the channel holds no precursor and the walls are empty. From then on the inlet density $n(0,t)=n_{\mathrm{in}}(t)$ is prescribed; it may have any pulse shape. The equations carry no influence upstream, so the solution up to a point $x$ is the same whether the channel ends there or goes on.

\subsection{Removing the flow and the pulse shape}

A gas element that is at $x$ at time $t$ entered at the retarded time
\begin{equation}
\tau=t-\frac{x}{u}.
\label{eq:tau}
\end{equation}
Use $(x,\tau)$ as variables in place of $(x,t)$. The chain rule gives
\begin{equation}
\left.\frac{\partial}{\partial t}\right|_x=\left.\frac{\partial}{\partial\tau}\right|_x,
\qquad
\left.\frac{\partial}{\partial x}\right|_t=\left.\frac{\partial}{\partial x}\right|_\tau-\frac1u\left.\frac{\partial}{\partial\tau}\right|_x .
\label{eq:chain}
\end{equation}
In the combination on the left of Eq.~\eqref{eq:gas} the two $\tau$ derivatives cancel, and what remains is $u\,\partial n/\partial x$ at fixed $\tau$. Following one gas element, its precursor content falls because of uptake alone.

Next write $n=n_{\mathrm{in}}(\tau)\,c$, so that $c$ is the fraction of the entering precursor that survives to $x$, and let $y=1-\theta$ be the free fraction of sites. Since $n_{\mathrm{in}}(\tau)$ does not depend on $x$ at fixed $\tau$, it cancels from the gas balance wherever it is not zero:
\begin{equation}
u\frac{\partial c}{\partial x}=-k\,c\,y,\qquad
\frac{\partial y}{\partial\tau}=-\frac sN\,n_{\mathrm{in}}(\tau)\,c\,y .
\label{eq:cy}
\end{equation}
The first equation suggests a length and the second a dose:
\begin{equation}
\ell=\frac uk=\frac{uH}{2s}=\frac{2uH}{\beta v},\qquad z=\frac x\ell,\qquad
E(\tau)=\frac sN\int_0^\tau n_{\mathrm{in}}(\tau')\,d\tau'.
\label{eq:scales}
\end{equation}
The length $\ell$ is the distance the gas travels in one lifetime $1/k$. The number $E$ measures how much precursor has entered, in units of the exposure $N/s$ that leaves a fraction $1/e$ of the sites at the inlet free. Because $\partial/\partial x=\ell^{-1}\partial/\partial z$ and $\partial/\partial\tau=(s\,n_{\mathrm{in}}/N)\,\partial/\partial E$, Eq.~\eqref{eq:cy} becomes
\begin{equation}
\frac{\partial c}{\partial z}=-c\,y,\qquad \frac{\partial y}{\partial E}=-c\,y .
\label{eq:scaled}
\end{equation}
No parameter is left, and the pulse shape has dropped out. If $n_{\mathrm{in}}$ vanishes for a while, $E$ stands still, no precursor arrives at the corresponding retarded times, and the wall stays as it is. The conditions at the edges are
\begin{equation}
c(0,E)=1,\qquad y(z,0)=1 .
\label{eq:edges}
\end{equation}

\subsection{A potential that makes the problem linear}

The right-hand sides of Eq.~\eqref{eq:scaled} are equal, so $\partial c/\partial z=\partial y/\partial E$. This is the condition for $c$ and $y$ to be the two derivatives of one function. That function can be written down:
\begin{equation}
\varphi(z,E)=\int_0^E c(0,E')\,dE'+\int_0^z y(z',E)\,dz'.
\label{eq:phi}
\end{equation}
Its $z$ derivative is $y$. Its $E$ derivative is
\begin{equation}
\frac{\partial\varphi}{\partial E}=c(0,E)+\int_0^z\frac{\partial y}{\partial E}\,dz'
=c(0,E)+\int_0^z\frac{\partial c}{\partial z'}\,dz'=c(z,E).
\label{eq:phiE}
\end{equation}
With $y=\varphi_z$ and $c=\varphi_E$, where subscripts denote derivatives, the second part of Eq.~\eqref{eq:scaled} reads
\begin{equation}
\varphi_{zE}=-\varphi_z\varphi_E .
\label{eq:phieq}
\end{equation}
The product on the right is removed by an exponential. Let $F=e^{\varphi}$. Then $F_z=\varphi_zF$, and a further derivative gives
\begin{equation}
F_{zE}=(\varphi_{zE}+\varphi_z\varphi_E)\,F=0 .
\label{eq:F}
\end{equation}
Integrating Eq.~\eqref{eq:F} over $z$ from 0 and over $E$ from 0 gives
\begin{equation}
F(z,E)=F(z,0)+F(0,E)-F(0,0).
\label{eq:Fsum}
\end{equation}
The edge conditions \eqref{eq:edges}, put into Eq.~\eqref{eq:phi}, yield $\varphi(0,E)=E$ and $\varphi(z,0)=z$. Hence
\begin{equation}
F=e^z+e^E-1 .
\label{eq:Fsol}
\end{equation}
Since $c=\varphi_E=F_E/F$ and $y=\varphi_z=F_z/F$, the result is
\begin{equation}
c=\frac{e^E}{e^E+e^z-1},\qquad
y=\frac{e^z}{e^E+e^z-1},\qquad
\theta=1-y=\frac{e^E-1}{e^E+e^z-1}.
\label{eq:solution}
\end{equation}
Any smooth solution of Eq.~\eqref{eq:scaled} has a potential \eqref{eq:phi}, and the steps from there leave no freedom. The solution is therefore unique. Differentiation confirms that it is one: $\partial c/\partial z=-e^Ee^z/F^2=-cy$, and $\partial y/\partial E=-e^ze^E/F^2=-cy$.

Two edges show its meaning. The first gas to arrive meets bare walls and decays as $c=e^{-z}$, from $E=0$. At the inlet the free fraction decays as $y=e^{-E}$, so $\theta(0,E)=1-e^{-E}$. Division of $\theta$ by $c$ gives the same factor at every depth,
\begin{equation}
\theta(z,E)=(1-e^{-E})\,c(z,E),
\label{eq:proportional}
\end{equation}
so at a common retarded time the coverage profile and the gas profile have the same shape.

\subsection{The profile of the finished film}

When the whole pulse has passed a point, the dose there has its final value $E$. This value is the same at every $x$, because Eq.~\eqref{eq:scales} makes $E$ a function of $\tau$ alone. The coverage left behind is thus Eq.~\eqref{eq:solution} at fixed $E$. Dividing numerator and denominator by $e^E-1$ gives
\begin{equation}
\theta=\frac{1}{1+e^{\,z-z_{\mathrm f}}},\qquad z_{\mathrm f}=\ln(e^E-1).
\label{eq:logistic}
\end{equation}
This is a logistic curve centred at $x_{\mathrm f}=\ell z_{\mathrm f}$. The coverage equals $p$ where $e^{z-z_{\mathrm f}}=(1-p)/p$, that is, at
\begin{equation}
z_p=z_{\mathrm f}+\ln\frac{1-p}{p}.
\label{eq:level}
\end{equation}
For $p=0.1$ the logarithm is $\ln9$ and for $p=0.9$ it is $-\ln9$. The distance between the two levels is
\begin{equation}
\Delta x=\ell\,(z_{0.1}-z_{0.9})=2\ln 9\;\frac uk\approx4.394\,\frac uk .
\label{eq:width}
\end{equation}
For this width to exist the inlet must reach 90\,\%, so $1-e^{-E}\ge0.9$ or $E\ge\ln10\approx2.30$, and the channel must be long enough to contain the 10\,\% point. Within these conditions the width depends neither on the dose nor on the precursor pressure.

The reason can be read from the slope. Differentiating Eq.~\eqref{eq:logistic} at fixed $E$ gives
\begin{equation}
\frac{\partial\theta}{\partial z}=-\theta(1-\theta).
\label{eq:slope}
\end{equation}
The dose does not appear. A larger dose selects another starting value at the inlet, and thereby shifts the same curve to greater depth.

For a weak pulse, $E\ll1$, Eq.~\eqref{eq:solution} gives $\theta\approx E\,e^{-z}$. The walls are then nearly bare throughout, and the film is an exponential imprint of the decaying gas. There is no front: for $E<\ln2$ the centre $z_{\mathrm f}$ is negative and the coverage is below one half everywhere.

\subsection{Uptake, leakage and the dose for a full channel}

With $q=e^E-1$ the coverage is $\theta=qe^{-z}/(1+qe^{-z})$, which is the derivative of $-\ln(1+qe^{-z})$. For a channel of length $L$, with $\Lambda=L/\ell$, the uptake is
\begin{equation}
\int_0^{\Lambda}\theta\,dz=\ln(1+q)-\ln(1+qe^{-\Lambda})
=E-\ln(1+qe^{-\Lambda}).
\label{eq:balance}
\end{equation}
As $\Lambda\to\infty$ the uptake tends to $E$, so every molecule supplied is adsorbed. For finite length the last logarithm is the part that leaks out.

The rule of counting sites can now be judged. Per unit breadth the supply is $uH\int n_{\mathrm{in}}\,dt=uHNE/s=2N\ell E$, by Eq.~\eqref{eq:scales}, and the two walls have $2NL$ sites. Equality means $E=\Lambda$. At the far end Eq.~\eqref{eq:solution} then gives
\begin{equation}
\theta(\Lambda,\Lambda)=\frac{e^\Lambda-1}{2e^\Lambda-1}\longrightarrow\frac12
\qquad(\Lambda\gg1).
\label{eq:halfend}
\end{equation}
To leave at most a small fraction $\epsilon$ of free sites at the end, set $\theta(\Lambda,E)=1-\epsilon$. From Eq.~\eqref{eq:level}, $e^E-1=e^\Lambda(1-\epsilon)/\epsilon$, and hence
\begin{equation}
E-\Lambda=\ln\!\left(\frac{1-\epsilon}{\epsilon}+e^{-\Lambda}\right).
\label{eq:excess}
\end{equation}
For 99\,\% coverage at the end of a long channel the excess is $\ln99\approx4.6$. It does not grow with the length, so the relative waste is largest for short channels. This rule holds under the assumptions of the model, above all that of independent sites.

\section{The width during flow, and a worked example}

\subsection{Symbols and results carried over}

Gas of speed $u$ carries a dilute precursor of density $n$ through a gap $H$ between walls with $N$ sites per area. The bare wall takes up molecules at the speed $s=\beta v/4$, with $\beta$ the sticking probability and $v$ the mean thermal speed. The gas loses precursor to bare walls at the rate $k=2s/H$, which sets the length $\ell=u/k$ and the scaled depth $z=x/\ell$. The dose $E$ is $s/N$ times the inlet density integrated up to the retarded time $\tau=t-x/u$. The surviving gas fraction $c$ and the coverage $\theta$ are given by Eq.~\eqref{eq:solution}. After a complete pulse the coverage is the logistic curve \eqref{eq:logistic}, with centre $\ell\ln(e^E-1)$ and 10--90\,\% width $2\ln9\,\ell$.

For plug flow and independent sites, the finished film has a logistic edge whose 10--90\,\% width, where it exists, is $2\ln9\,u/k$, whatever the dose or precursor pressure. It remains to find the width seen while gas is flowing, to test how far the result rests on independent sites, and to work through an example that includes the transport effects left out so far.
